\section*{Why 2:1 Areas Do Not Give 2:1 Heights in Titanium 2p}

\section{Two rectangles}

Draw two rectangles, one of area 2 and width 1, the other of area 1 and width 2. Their heights are 2 and $1/2$. The areas stand in the ratio 2:1 and the heights in the ratio 4:1. Nothing has been lost from the second rectangle; its area has been spread over a greater width.

The titanium 2p photoelectron spectrum poses the same problem with smoother shapes. It has two lines, $2p_{3/2}$ and, at higher binding energy, $2p_{1/2}$. The belief to be examined is this: the two levels hold four and two electrons, so the first peak should be twice as high as the second, and a smaller second peak signals missing intensity or a faulty measurement.

The belief is tempting because its first half is sound. The counting of electrons does give 2:1, under conditions stated below, and two lines of identical shape do have heights in the ratio of their areas. The error lies in assuming identical shapes. In the model used here, the $2p_{1/2}$ hole has a fast decay route that the $2p_{3/2}$ hole lacks, and a shorter life means a broader line. This route is an input to the model; in a real compound it need not be the only cause of the extra width.

\section{What the number of electrons fixes}

Take a filled 2p shell, and let light remove one electron without acting on its spin. For a given polarization and direction of emission, the amplitudes for removal from the three 2p orbitals form a vector $|d\rangle$. Assume that $|d\rangle$ is the same for both lines, which means equal radial matrix elements. The intensity leaving a hole with total angular momentum $j$, summed over the undetected spin $s$, is
\begin{equation}
A_j=\sum_s\langle d,s|P_j|d,s\rangle ,
\end{equation}
where $P_j$ projects onto the states of that $j$.

With angular momenta in units of $\hbar$, $l=1$ and spin $1/2$,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right],
\end{equation}
which is $1/2$ for $j=3/2$ and $-1$ for $j=1/2$. The projectors must be 1 on their own level and 0 on the other, so
\begin{equation}
P_{3/2}=\tfrac23(1+\mathbf L\cdot\mathbf S),\qquad
P_{1/2}=\tfrac13(1-2\,\mathbf L\cdot\mathbf S).
\end{equation}
In the sum over spin, each component of $\mathbf S$ has zero trace and the unit operator has trace 2. Hence
\begin{equation}
A_{3/2}=\tfrac43\langle d|d\rangle,\qquad
A_{1/2}=\tfrac23\langle d|d\rangle,\qquad
\frac{A_{3/2}}{A_{1/2}}=2 .
\end{equation}
The vector $|d\rangle$ cancels, so within these assumptions the ratio holds for every polarization and direction. It concerns total intensity in each line. No width has entered.

\section{What the lifetime fixes}

Let $|h\rangle$ be the state with a fresh hole and $|n\rangle$ the exact states, of energy $E_n$, into which it spreads as it decays. If the photoelectron leaves without further exchange of energy, energy conservation gives it the photon energy minus $E_n$. On the binding-energy scale the line is therefore
\begin{equation}
I(E)=\sum_n|\langle n|h\rangle|^2\,\delta(E-E_n).
\end{equation}
Its area is $\sum_n|\langle n|h\rangle|^2=1$, by completeness. Decay can change the distribution but not the area.

To find the distribution, write the delta function as a time integral:
\begin{equation}
I(E)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}\!dt\,e^{iEt/\hbar}C(t),\qquad
C(t)=\langle h|e^{-iHt/\hbar}|h\rangle .
\end{equation}
Suppose that the probability of finding the original hole falls as $e^{-\Gamma t/\hbar}$, so that its lifetime is $\tau=\hbar/\Gamma$. The amplitude falls half as fast in the exponent: $C(t)=e^{-iE_0t/\hbar-\Gamma t/2\hbar}$ for $t>0$. Since $C(-t)=C(t)^*$, negative times supply the complex conjugate, and
\begin{align}
I(E)&=\frac1{\pi\hbar}\,\mathrm{Re}\int_0^\infty\!dt\,
e^{i(E-E_0)t/\hbar-\Gamma t/2\hbar}\nonumber\\
&=\frac1\pi\,\mathrm{Re}\,\frac{1}{\Gamma/2-i(E-E_0)}
=\frac1\pi\,\frac{\Gamma/2}{(E-E_0)^2+\Gamma^2/4}.
\end{align}
This is a Lorentzian of unit area, full width at half maximum (FWHM) $\Gamma$ and height $2/(\pi\Gamma)$. As with the rectangles, doubling the width halves the height.

If several independent routes drain the hole, their rates add, and so do their contributions to $\Gamma$.

\section{The route open to one hole}

A $2p_{1/2}$ hole can be filled by a $2p_{3/2}$ electron, which is less tightly bound. The energy released, equal to the spin-orbit splitting, excites a valence electron. This is a Coster-Kronig decay: the hole moves to another level of the same shell. The reverse process would have to draw energy from the valence electrons, so a $2p_{3/2}$ hole in a system initially in its ground state cannot decay this way.

In an oxide the released energy must be enough to create a valence excitation. With rough values for titanium dioxide, the splitting is 5.7 eV and the band gap 3.0 eV, so the route is open. This comparison ignores the shift of the valence levels by the core hole.

Let the other decays contribute the same width $\Gamma_3$ to both lines. Then
\begin{equation}
\Gamma_1=\Gamma_3+\Gamma_{\rm CK},
\end{equation}
where the subscripts 3 and 1 denote $2p_{3/2}$ and $2p_{1/2}$. I take the rough values $\Gamma_3=0.30$ eV and $\Gamma_{\rm CK}=1.00$ eV, hence $\Gamma_1=1.30$ eV. The lifetimes $\hbar/\Gamma$ are 2.19 fs and 0.51 fs.

One might object that this decay turns a $2p_{1/2}$ hole into a $2p_{3/2}$ hole, and so should feed the $2p_{3/2}$ line. It does not. The final state contains the $2p_{3/2}$ hole \emph{and} the valence excitation, and their combined energy lies near that of the original hole. The photoelectron energy reflects this total.

A small model illustrates the point. One hole level was coupled to two sets of closely spaced levels: one for ordinary decay, and one for Coster-Kronig decay, starting 3.0 eV above the $2p_{3/2}$ energy and ending 30 eV above it. After diagonalization, 0.37\% of the $2p_{1/2}$ strength lay within 1 eV of the $2p_{3/2}$ energy; as the level spacing goes to zero this becomes 0.35\%. The one-sided continuum also moves the line about 0.4 eV towards the $2p_{3/2}$ energy. The far tail due to ordinary decay alone would put about $2\Gamma_3/(2\pi\times5.7^2)=0.3\%$ there, with energies in eV. No transferred line appears. This follows from the energies put into the model: every Coster-Kronig final state includes a valence excitation of at least 3.0 eV, so none lies at the bare $2p_{3/2}$ energy.

With both sets spread evenly over $\pm60$ eV instead, the computed decay rate corresponded to a width of 1.309 eV, against the sum 1.30 eV. The two routes add to within 1\%.

\section{Heights after instrumental broadening}

The analyser, the light source and lattice vibrations broaden both lines further. Describe their joint effect by one Gaussian of FWHM $G$ and standard deviation $\sigma=G/(2\sqrt{2\ln2})$, the same for both lines. Convolution multiplies Fourier transforms. With $u$ conjugate to energy, these are $e^{-\sigma^2u^2/2}$ for the Gaussian and $e^{-\Gamma|u|/2}$ for the Lorentzian. At a distance $x$ from the centre, the profile of a unit-area line is
\begin{equation}
V(x)=\frac1\pi\int_0^\infty\!du\,\cos(ux)\,e^{-\sigma^2u^2/2-\Gamma u/2}.
\end{equation}
The exponential is positive and $\cos(ux)\le1$, so the maximum is at $x=0$. Substituting $u=\sqrt2\,t/\sigma$ gives
\begin{equation}
h=V(0)=\frac{\sqrt2}{\pi\sigma}\int_0^\infty\!dt\,e^{-t^2-2at},\qquad
a=\frac{\Gamma}{2\sqrt2\,\sigma}=\sqrt{\ln2}\,\frac{\Gamma}{G}.
\end{equation}
Completing the square, $t^2+2at=(t+a)^2-a^2$, turns the integral into $\frac{\sqrt\pi}{2}\,\mathrm{erfcx}(a)$, where $\mathrm{erfcx}(a)=e^{a^2}\mathrm{erfc}(a)$. Therefore
\begin{equation}
h=\frac{\mathrm{erfcx}(a)}{\sigma\sqrt{2\pi}}
=\frac2G\sqrt{\frac{\ln2}{\pi}}\;\mathrm{erfcx}(a).
\end{equation}
The prefactor is common to both lines. With areas 2 and 1, and neglecting overlap, the height ratio is
\begin{equation}
R=2\,\frac{\mathrm{erfcx}(a_3)}{\mathrm{erfcx}(a_1)} .
\label{eq:R}
\end{equation}

For $G=0.90$ eV, $a_3=0.2775$ and $a_1=1.2026$, so
\begin{equation}
R=2\times\frac{0.7503}{0.3780}=3.97 .
\end{equation}
The areas are 2:1 and the heights are close to 4:1. Someone who read heights as areas would conclude that a fraction $1-2/3.97$, or 50\%, of the expected $2p_{1/2}$ intensity was missing, although all of it is present.

Adding the two profiles with their tails gives a peak ratio of 3.96, so overlap matters little here. Removing the Coster-Kronig width, with all else fixed, returns it to 1.99. In this model the departure from 2:1 comes from that width.

\section{Why the width ratio alone is not enough}

The rectangles suggest multiplying 2 by the ratio of total widths. These are 1.071 eV and 1.780 eV, which gives $2\times1.662=3.32$, not 3.97. The remainder comes from shape. For unit area, the product of height and FWHM is $2\sqrt{\ln2/\pi}=0.94$ for a Gaussian and $2/\pi=0.64$ for a Lorentzian, which keeps more of its area in the tails. Here the products are
\begin{equation}
\frac{1.5664}{2}\times1.071=0.839,\qquad
0.3945\times1.780=0.702,
\end{equation}
for $2p_{3/2}$ and $2p_{1/2}$. Their ratio is 1.195, and $3.32\times1.195=3.97$. The $2p_{1/2}$ line is both broader and more Lorentzian, and both properties lower its peak.

\section{How resolution changes the ratio}

The height ratio is not a property of titanium alone, since $G$ enters it. To bound it, use
\begin{equation}
\mathrm{erfcx}(a)=\frac2{\sqrt\pi}\int_0^\infty\!dt\,e^{-t^2-2at}.
\end{equation}
This falls as $a$ grows, so $R>2$ when $\Gamma_1>\Gamma_3$. Setting $s=2at$ gives
\begin{equation}
a\,\mathrm{erfcx}(a)=\frac1{\sqrt\pi}\int_0^\infty\!ds\,e^{-s-s^2/4a^2},
\end{equation}
which rises with $a$. Thus $a_3\,\mathrm{erfcx}(a_3)<a_1\,\mathrm{erfcx}(a_1)$, and since $a_1/a_3=\Gamma_1/\Gamma_3$,
\begin{equation}
2<R<2\,\frac{\Gamma_1}{\Gamma_3}.
\end{equation}
For the example the upper bound is 8.67. It is approached when $G\to0$, because the last integral then tends to 1 for both lines.

Between the limits $R$ changes steadily. Differentiating the first integral gives
\begin{equation}
-\frac{d\ln\mathrm{erfcx}(a)}{d\ln a}=\langle 2at\rangle=\langle s\rangle_a,
\end{equation}
an average with weight $e^{-s-s^2/4a^2}$. The derivative of the exponent with respect to $a$ is $s^2/2a^3$, so
\begin{equation}
\frac{d\langle s\rangle_a}{da}
=\frac{\langle s^3\rangle_a-\langle s\rangle_a\langle s^2\rangle_a}{2a^3}>0 .
\end{equation}
The numerator is the covariance of $s$ and $s^2$, positive because both increase together. Each $a$ is inversely proportional to $G$, hence
\begin{equation}
\frac{d\ln R}{d\ln G}=\langle s\rangle_{a_3}-\langle s\rangle_{a_1}<0 .
\end{equation}
At fixed lifetimes, better resolution takes the heights further from 2:1. In the example $R$ is 2.63 at $G=3.0$ eV, 3.97 at 0.90 eV and 6.33 at 0.30 eV.

The opposite limit is instructive too. For small $a$, $\mathrm{erfcx}(a)\simeq1-2a/\sqrt\pi$, and to first order
\begin{equation}
R\simeq2\left[1+2\sqrt{\frac{\ln2}{\pi}}\;\frac{\Gamma_{\rm CK}}{G}\right].
\end{equation}
The common width $\Gamma_3$ has cancelled. At $G=300$ eV this gives 2.006, as does the full formula. Such a resolution could not separate the lines; the value serves to check the limit. The height ratio of the isolated profiles thus approaches 2:1 when instrumental broadening hides the difference in lifetime. In the example the two peaks merge into one near $G=4.6$ eV, where $R$ is still about 2.4, so this limit lies outside the range in which the lines can be told apart.

\section{Fitting and integrating}

The same misconception can enter a fit through a constraint of equal widths. A synthetic spectrum with true area ratio 2, no background, Poisson noise and 20000 counts at the main peak was fitted in two ways by unweighted least squares, with $G$ fixed at its true value. Separate Lorentzian widths gave an area ratio of 2.01. A shared width gave 3.25, although both areas were free.

The size of this error can be understood. Let a well-separated line $A\,q(E)$ be fitted by $B\,p(E)$, with $p$ and $q$ of unit area and the same centre. Minimizing $\int(Aq-Bp)^2dE$ over $B$ gives
\begin{equation}
\frac BA=\frac{\int pq\,dE}{\int p^2\,dE}
=\frac{\mathrm{erfcx}\!\left[\sqrt{\ln2}\,(\Gamma_p+\Gamma_q)/(\sqrt2\,G)\right]}
{\mathrm{erfcx}\!\left[\sqrt{\ln2}\;2\Gamma_p/(\sqrt2\,G)\right]} .
\end{equation}
The second form holds because the overlap of two symmetric profiles is the central height of their convolution, in which Lorentzian widths add and the Gaussian width becomes $\sqrt2\,G$. The shared width came out as $\Gamma_p=0.39$ eV, close to that of the stronger line. For $2p_{1/2}$, $\Gamma_q=1.30$ eV exceeds $\Gamma_p$, so $B<A$. For $2p_{3/2}$, $\Gamma_q=0.30$ eV is smaller, so $B>A$. Both errors raise the ratio: $B/A$ is about 0.65 and 1.05 respectively, which predicts a ratio of about 3.2. The size of the error depends on the weighting. With each point weighted by its Poisson uncertainty, the shared-width fit gives about 2.7.

Direct integration avoids a choice of profile but needs limits. Take a range reaching 6 eV beyond each line, and divide it at the minimum, 461.35 eV. The area ratio is then 2.14. Far from its centre, a Lorentzian of unit area has a fraction of about $\Gamma/(2\pi x)$ beyond distance $x$. The $2p_{1/2}$ line, 3.15 eV from the cut, therefore sends about 0.066 across it, while the $2p_{3/2}$ line, with area 2 and 2.55 eV from the cut, sends back about 0.037. A further 0.034 of the $2p_{1/2}$ area is lost beyond the upper end. The broad line loses more than it gains.

\section{The model beside a real spectrum}

The example has lines at 458.8 and 464.5 eV and a photon energy of 1486.6 eV, rough values for titanium dioxide under aluminium K$\alpha$ radiation. In that material the $2p_{1/2}$ line is visibly the broader one. Lifetime need not account for all of the difference: closely spaced final states that are not resolved can also broaden a line, and the model does not separate the two causes. The widths used are plausible model inputs, not measurements, so 3.97 is a result of the model and should be read as ``about 4''.

The largest correction examined, at the strength assumed below, is the background. Inelastically scattered electrons add a step that grows towards higher binding energy. Suppose that it equals 0.05 per eV times the line area already passed. At the first peak about half of the area 2 has been passed, which adds 0.05 per eV; at the second, the area passed is about 2.5, which adds 0.125. The unsubtracted ratio is roughly
\begin{equation}
\frac{1.566+0.05}{0.395+0.125}=3.1,
\end{equation}
and the full sum gives 3.12. Raw heights can thus look closer to 2:1 because background props up the weaker peak.

The area ratio is approximate as well. A hydrogenic estimate, with the nuclear charge adjusted to each binding energy, gives 1.94 instead of 2 and would lower $R$ to about 3.85. The kinetic energies, 1027.8 and 1022.1 eV, differ by 0.56\% of the smaller one. If analyser response and escape depth together vary in proportion to kinetic energy, the area ratio changes by that amount. Starting the Coster-Kronig continuum at the band gap, as in the model above, raises the $2p_{1/2}$ height by 2.2\% relative to an even continuum, or by 2.8\% if that continuum ends 10 eV rather than 30 eV above the $2p_{3/2}$ energy.

Other assumptions are not sized here. Satellites take intensity from the main lines, and charge transfer from oxygen can put electrons in the titanium 3d shell, whose coupling to the 2p hole disturbs the simple doublet. In reduced oxides an open 3d shell is present from the start, and each line can split into several. In metallic titanium the lines are asymmetric. Equation~(\ref{eq:R}) should not be applied to those spectra without a suitable line shape.

For a closed-shell titanium compound with a well-chosen background, a reasonable starting point is to constrain the areas near 2:1 while leaving the two Lorentzian widths independent. If the areas are left free as well, a departure from 2:1 is not by itself evidence about the true areas. Where unresolved final states, rather than lifetime, broaden the $2p_{1/2}$ line, its shape is no longer a Lorentzian convolved with the common Gaussian, and the fit can overestimate its area. Heights above the background remain usable for comparing the same line between samples if its shape and the instrument settings do not change. The remaining values, including further settings of $G$, are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough, titanium dioxide regime)
2p3/2 binding energy: 458.8 eV
2p1/2 binding energy: 464.5 eV
spin-orbit splitting: 5.7 eV
band gap: 3.0 eV
photon energy: 1486.6 eV
Lorentzian FWHM 2p3/2: 0.30 eV
Coster-Kronig width: 1.00 eV
Lorentzian FWHM 2p1/2: 1.30 eV
Gaussian FWHM: 0.90 eV
AREAS AND LIFETIMES
area ratio from diagonalization: 2.000000
lifetime of 2p3/2 hole: 2.194 fs
lifetime of 2p1/2 hole: 0.506 fs
width from computed decay of 2p1/2: 1.309 eV
HEIGHTS (2p1/2 area = 1)
a3: 0.2775, a1: 1.2026 (no unit)
erfcx(a3): 0.7503, erfcx(a1): 0.3780
total FWHM 2p3/2: 1.071 eV
total FWHM 2p1/2: 1.780 eV
ratio of total FWHMs: 1.662
height 2p3/2: 1.5664 per eV
height 2p1/2: 0.3945 per eV
height 2p1/2 from diagonalization: 0.3954 per eV
height ratio R: 3.970
upper bound 2*gamma1/gamma3: 8.667
height ratio in summed spectrum: 3.957
same without Coster-Kronig width: 1.994
2p1/2 area missed if heights read as areas: 49.6 %
R AGAINST GAUSSIAN FWHM
G = 0.03 eV: R = 8.609
G = 0.10 eV: R = 8.129
G = 0.30 eV: R = 6.334
G = 0.60 eV: R = 4.756
G = 0.90 eV: R = 3.970
G = 1.50 eV: R = 3.233
G = 3.00 eV: R = 2.627
G = 300.00 eV: R = 2.006
FITS TO SYNTHETIC COUNTS
counts at the main peak: 20000
area ratio, separate widths: 2.010
area ratio, forced equal widths: 3.252
shared Lorentzian FWHM in that fit: 0.386 eV
NEGLECTED EFFECTS
step background constant (rough): 0.05 per eV
raw height ratio with background: 3.121
spectrum minimum between lines: 461.35 eV
area ratio when split there: 2.144
kinetic energies: 1027.8 and 1022.1 eV
their relative difference: 0.56 %
area ratio, hydrogenic cross-sections: 1.941
2p1/2 height change, gap threshold: 2.2 %
2p1/2 strength within 1 eV of 2p3/2: 0.37 %
\end{verbatim}
